# Resistivity times mean free path in copper: a size-effect figure of merit

## A metal with a single line of states

Take electrons that move along one line. In Hartree atomic units ($\hbar=m_e=e=1$, electron charge $-1$) the allowed wavevectors, counted with two spins, have density $2/(2\pi)=1/\pi$ per unit length of line and per unit $k$. They are filled from $-k_F$ to $k_F$, and the electrons at the two edges have velocities $-v_F$ and $+v_F$.

A field $F$ pushes each electron according to $dk/dt=-F$. If collisions erase the acquired momentum in a time $\tau$, the filled interval settles at a displacement $-F\tau$. Compared with equilibrium, $F\tau/\pi$ electrons per unit length have been added at velocity $-v_F$ and as many removed at velocity $+v_F$. The charge $-1$ makes both changes count positively:

$$J=-\left[\frac{F\tau}{\pi}(-v_F)-\frac{F\tau}{\pi}v_F\right]=\frac{2}{\pi}v_F\tau F=\frac{2}{\pi}\lambda F,\qquad \lambda=v_F\tau .$$

The resistance per unit length times the mean free path is therefore $\pi/2$. Mass, velocity and scattering time have gone, and here even the density has gone. A three-dimensional metal is a bundle of such lines, one for each transverse wavevector inside the Fermi sphere. The sphere's cross-section is $\pi k_F^2$ and transverse wavevectors have density $1/(2\pi)^2$, so there are $k_F^2/(4\pi)$ lines per unit area. The resistivity times the mean free path must then scale as $1/k_F^2$, a function of density alone. The numerical factor needs the average over directions.

## Statement and conditions

Let $\rho_0$ be the bulk resistivity and $n$ the electron density. For one isotropic band, degenerate electrons and a mean free path $\lambda$ that is uniform over the Fermi surface,

$$\boxed{\rho_0\lambda=\frac{3\pi^2}{k_F^2}=\frac{(3\pi^2)^{1/3}}{n^{2/3}}}$$

In SI units the right-hand side is multiplied by $\hbar/e^2$, which is a resistance. Here $\lambda=v_F\tau$ is the transport mean free path: $\tau$ is the time in which momentum along the current is lost, which exceeds the time between collisions if most collisions deflect by small angles.

The two forms agree by counting. The Fermi sphere has volume $4\pi k_F^3/3$, and states with two spins have density $2/(2\pi)^3$, so

$$n=\frac{2}{8\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

Then $k_F^2=(3\pi^2n)^{2/3}$, and $3\pi^2/(3\pi^2n)^{2/3}=(3\pi^2)^{1/3}n^{-2/3}$. With the radius $r_s$ of the sphere that holds one electron, $n=3/(4\pi r_s^3)$, one has $k_F=(9\pi/4)^{1/3}/r_s$ and

$$\rho_0\lambda=3\pi^2\left(\frac{4}{9\pi}\right)^{2/3}r_s^2=8.039\,r_s^2 .$$

## First derivation: a driven Fermi sphere

Let $f(\mathbf k)$ be the occupation in a uniform field $F$ along $x$, and $f_0$ its equilibrium form. In the steady state the rate of change by acceleration balances the loss by collisions:

$$-F\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

To first order in $F$ the derivative on the left may be taken of $f_0$, so

$$f-f_0=F\tau\,\frac{\partial f_0}{\partial k_x}.$$

This is the first term in the expansion of $f_0(k_x+F\tau)$, a sphere centred at $k_x=-F\tau$. The expansion requires $F\tau\ll k_F$.

At low temperature $f_0$ is a step at $k=k_F$. With $k_x=k\cos\theta$,

$$\frac{\partial f_0}{\partial k_x}=-\cos\theta\,\delta(k-k_F).$$

For an isotropic band the velocity points along $\mathbf k$, so $v_x=v_F\cos\theta$ on the surface. The current is

$$J=-\frac{2}{8\pi^3}\int v_x\,(f-f_0)\,d^3k
=\frac{F\tau}{4\pi^3}\,v_Fk_F^2\int\cos^2\theta\,d\Omega .$$

The two minus signs, from the charge and from the falling step, have cancelled. The angular integral is $4\pi/3$, since $\cos^2\theta$ is one of three equivalent squares that add to one. Hence

$$\sigma_0=\frac{J}{F}=\frac{k_F^2v_F\tau}{3\pi^2}=\frac{k_F^2\lambda}{3\pi^2},$$

and the reciprocal times $\lambda$ is the stated result. The energy as a function of $k$ was not specified. It enters through $v_F$, which is absorbed in $\lambda$, so a changed effective mass alters $\rho_0$ and $\lambda$ in opposite senses at given $\tau$.

## Second derivation: diffusion without a field

The same conductivity follows from the random motion of electrons in equilibrium. Let $D$ be their diffusion constant and $g=dn/d\mu_c$ the density of states at the Fermi level, with $\mu_c$ the chemical potential measured from the band bottom. A density gradient drives a particle current $-D\,dn/dx$, which for charge $-1$ is an electric current $+D\,dn/dx$. With a slowly varying field as well,

$$J=\sigma_0F+D\frac{dn}{dx}.$$

In equilibrium in a static potential $\phi$, an electron has potential energy $-\phi$ and the sum $\mu_c-\phi$ is uniform. Therefore $d\mu_c/dx=d\phi/dx=-F$, and $dn/dx=-gF$. Since $J=0$ in equilibrium,

$$0=\sigma_0F-DgF\quad\Rightarrow\quad\sigma_0=gD .$$

This is the Einstein relation for degenerate electrons.

The diffusion constant is half the growth rate of the mean square displacement. As $x(t)=\int_0^tv_x(s)\,ds$,

$$\frac12\frac{d\langle x^2\rangle}{dt}=\langle x(t)v_x(t)\rangle=\int_0^t\langle v_x(s)v_x(t)\rangle\,ds .$$

Collisions make the correlation decay as $\langle v_x^2\rangle e^{-(t-s)/\tau}$. For $t\gg\tau$ the integral tends to

$$D=\langle v_x^2\rangle\tau=\frac{v_F^2\tau}{3}=\frac{v_F\lambda}{3}.$$

The density of states is

$$g=\frac{dn/dk}{dE/dk}\bigg|_{k_F}=\frac{k_F^2}{\pi^2v_F}.$$

In the product the velocity cancels:

$$\sigma_0=\frac{k_F^2}{\pi^2v_F}\,\frac{v_F\lambda}{3}=\frac{k_F^2\lambda}{3\pi^2}.$$

A slow band has many states at the Fermi level and lets each diffuse slowly; at fixed $\lambda$ the two effects compensate.

## What each derivation assumes

The first route follows the response to a force. It needs a weak field and a collision term that relaxes the distribution towards equilibrium, but it does not ask whether collisions are elastic. Its result is the displaced distribution itself, which can be adapted to a film with walls.

The second route needs no driven distribution. It assumes local equilibrium over distances long compared with $\lambda$, and independent electrons that keep their energy while they diffuse. In return it extends easily to a non-spherical Fermi surface. A shell of energy width $dE$ has thickness $dE/|\mathbf v|$ in $k$-space, so a surface element $dS$ contributes $dS/(4\pi^3|\mathbf v|)$ to $g$. If collisions leave no memory of direction and $\lambda$ is uniform, the local lifetime is $\lambda/|\mathbf v|$, and

$$\sigma_0=\int\frac{dS}{4\pi^3|\mathbf v|}\,v_x^2\,\frac{\lambda}{|\mathbf v|}
=\frac{\lambda}{4\pi^3}\int\frac{v_x^2}{|\mathbf v|^2}\,dS=\frac{\lambda S}{12\pi^3}.$$

The last step uses cubic symmetry: the three squared direction cosines have equal integrals and add to the area $S$. Thus $\rho_0\lambda=12\pi^3/S$, and $S=4\pi k_F^2$ restores the sphere. The claim that density alone decides the product therefore fails when the shape of the surface changes its area at fixed density. It also loses its simple meaning when $\lambda$ varies over the surface.

Both routes took a sharp Fermi edge. For a parabolic band with $\lambda$ independent of energy, $\sigma_0$ is proportional to the thermal average of $k^2=2E$ (mass one), hence to $\int E(-\partial f_0/\partial E)\,dE=\mu_c$. Fixed density requires $\mu_c^{3/2}[1+\tfrac{\pi^2}{8}(k_BT/\mu_c)^2]=E_F^{3/2}$ to second order in temperature, so $\mu_c=E_F[1-\tfrac{\pi^2}{12}(k_BT/E_F)^2]$. The product rises by the relative amount $\tfrac{\pi^2}{12}(k_BT/E_F)^2$.

## Why the product measures the size effect

Consider a film $0<z<d$ with current along $x$. At each surface a fraction $p$ of electrons reflects specularly, keeping $k_x$; the rest leave with no memory of the field. Write the disturbed distribution as the bulk one times a factor $A$:

$$f-f_0=F\tau\frac{\partial f_0}{\partial k_x}A .$$

For electrons moving upward with $v_z=\mu v_F$, $0<\mu\le1$, the kinetic equation gains the term $v_z\,\partial f/\partial z$. Its single relaxation time now assumes that each bulk collision leaves no memory of direction. If small-angle collisions dominate, an electron can return to a surface with part of its momentum along the film, and the coefficients below no longer hold with $\lambda$ as the transport mean free path. After division by the common factor the equation reads

$$\mu\lambda\frac{dA}{dz}+A=1,\qquad A(z)=1-Ce^{-z/(\mu\lambda)} .$$

By mirror symmetry, downward-moving electrons have the factor $A(d-z)$. Those arriving at $z=0$ carry $A(d)$, so the boundary condition is $A(0)=pA(d)$. With $\kappa=d/\lambda$,

$$1-C=p\left(1-Ce^{-\kappa/\mu}\right)\quad\Rightarrow\quad C=\frac{1-p}{1-pe^{-\kappa/\mu}} .$$

The average of $A$ over the thickness is $\bar A=1-C(\mu/\kappa)(1-e^{-\kappa/\mu})$. The squared direction cosine along $x$, averaged over azimuth, is $(1-\mu^2)/2$, and its bulk average is $1/3$. Hence

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)\bar A\,d\mu
=1-\frac{3(1-p)}{2\kappa}\int_0^1(\mu-\mu^3)\frac{1-e^{-\kappa/\mu}}{1-pe^{-\kappa/\mu}}\,d\mu .$$

This is the Fuchs–Sondheimer result. Averages over a million random electron paths, at $(\kappa,p)=(0.2,0)$, $(0.4,0.5)$, $(2,0)$ and $(2,0.5)$, differ from it by at most $6.6\times10^{-4}$ in $\sigma/\sigma_0$.

**Thick film.** For $\kappa\gg1$ the exponentials vanish and the integral is $\tfrac12-\tfrac14=\tfrac14$. Then $\sigma/\sigma_0=1-3(1-p)/(8\kappa)$. Inverting to first order and using $1/\kappa=\lambda/d$,

$$\rho-\rho_0=\frac38(1-p)\frac{\rho_0\lambda}{d}.$$

The bulk scattering rate has left the increment. A cleaner metal has a lower $\rho_0$ but pays the same surface penalty.

**Very thin diffuse film.** For $p=0$ and $\kappa\ll1$, directions with $\mu\gg\kappa$ have $\bar A\approx\kappa/(2\mu)$, from the second-order term of the exponential. The integral over $\mu$ is cut off near $\mu\sim\kappa$, so to leading logarithm

$$\frac{\sigma}{\sigma_0}\approx\frac{3\kappa}{4}\ln\frac1\kappa,\qquad
\rho\approx\frac43\,\frac{\rho_0\lambda}{d\ln(\lambda/d)} .$$

Electrons travelling nearly parallel to the surfaces still sense bulk scattering. The product then sets the scale, but $\lambda$ remains in the logarithm, and two metals of equal $\rho_0\lambda$ are no longer equivalent.

Other obstacles bring in the same product. A second pair of diffuse walls at distance $h$ adds $(3/8)\rho_0\lambda/h$ to first order, because the corner regions where both pairs act occupy a fraction of order $\lambda^2/(dh)$. Grain boundaries normal to the current, placed at random with mean spacing $G$ and reflection probability $R$, reverse $v_x$ at the rate $Ruv_F/G$, where $u=|v_x|/v_F$, if each encounter is treated as independent of the earlier ones. A reversal changes the sign of an electron's contribution, so the current-carrying part decays at twice this rate. In a uniform field this approximation gives

$$\frac{\sigma}{\sigma_0}=3\int_0^1\frac{u^2\,du}{1+2R\lambda u/G}\approx1-\frac32\frac{R\lambda}{G},$$

and the resistivity increment is $(3/2)R\rho_0\lambda/G$ when both $R$ and $R\lambda/G$ are small. A fixed boundary can be met again after a collision, and part of the voltage drops at the boundary itself. At larger $R$ these effects raise the resistivity above the formula: as $R\to1$ the boundaries block the current, however far apart they are.

## Copper

Copper is face-centred cubic, with four atoms per cubic cell, and each atom is taken to supply one conduction electron. With a rough lattice parameter of 0.36 nm,

$$n=\frac{4}{(0.36\ \mathrm{nm})^3}=85.7\ \mathrm{nm^{-3}},\qquad k_F=(3\pi^2n)^{1/3}=13.64\ \mathrm{nm^{-1}} .$$

This corresponds to $r_s=2.659$ bohr and, with the free-electron mass, $E_F=7.09$ eV. The product is $8.039\times2.659^2=56.8$ atomic units, or

$$\rho_0\lambda=65.4\ \mathrm{\mu\Omega\,cm\,nm}=6.54\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

Since $n^{-2/3}$ is proportional to the square of the lattice parameter, a 1% change in that input moves the product by 2%. A rough room-temperature resistivity of 1.7 µΩ cm gives $\lambda=65.4/1.7=38.5$ nm.

For fully diffuse surfaces ($p=0$) the film resistivities are:

| $d$ (nm) | Full integral (µΩ cm) | Leading law (µΩ cm) |
|---:|---:|---:|
| 100 | 1.98 | 1.95 |
| 40 | 2.45 | 2.31 |
| 16 | 3.55 | 3.23 |

At 16 nm the leading increment is $0.375\times65.4/16=1.53$ µΩ cm, against 1.85 from the integral, a shortfall of 17% of the latter. The law stays useful at $\kappa=0.416$ because two errors oppose each other: dropping the exponentials overstates the loss of conductivity, while linearising the reciprocal understates the resulting resistivity.

## A line with a diffusion barrier

Copper needs a barrier to keep it out of the surrounding dielectric, and the barrier takes up width. Consider a tall line of total width $w=20$ nm with a barrier of $b=2$ nm on each side, so that $d=w-2b=16$ nm. If the barrier carries no current, the resistivity referred to the full width is

$$\rho(d)\frac{w}{d}=3.55\times\frac{20}{16}=4.44\ \mathrm{\mu\Omega\,cm}.$$

Compare a model metal B with twice copper's electron density, a bulk resistivity of 4.0 µΩ cm and no need of a barrier. Its product is $65.4/2^{2/3}=41.2$ µΩ cm nm and its mean free path 10.3 nm. At 20 nm it gives 4.91 µΩ cm, so copper is still better. The two curves cross at 17.3 nm, and on the narrower side of the crossing B has the lower resistance.

If B is given copper's product, with its bulk resistivity and the barrier thickness held fixed, the crossing moves to 14.5 nm. That remaining crossing is due to the barrier. At equal product and equal conductor thickness, $\rho$ is inversely proportional to a mean path that grows with $\lambda$, so copper, with its lower $\rho_0$, would win at every thickness. With the barrier in place, B's smaller product moves the crossing outward by 2.8 nm.

Heating shows what the leading law, with the product $\rho_0\lambda$ alone, leaves out. If the bulk resistivity grows in proportion to temperature, a rough law, it rises from 1.70 to 2.16 µΩ cm between 293 and 373 K, by 27%. The surface increment at 16 nm changes from 1.85 to 1.88 µΩ cm. The leading law predicts no change.

## The model beside a real line

A width near 20 nm, barriers of a few nanometres and a bulk resistivity near 1.7 µΩ cm are roughly representative of narrow copper interconnects. One assumption that real lines break strongly is that the side walls are the sole added obstacle. For a height of 40 nm with diffuse top and bottom, the resistivity of the copper rises from 3.55 to 4.38 µΩ cm. Grains as long as the copper is wide, with an assumed $R=0.2$, add $1.5\times0.2\times65.4/16=1.23$ µΩ cm to first order, or 1.19 from the integral over $u$. Both are low estimates, because $R=0.2$ is not small enough for returns to the same boundary to be negligible; with the boundaries fixed in place the transport equation gives about 1.47 µΩ cm, over 20% above 1.19. Adding 1.19 to 4.38 gives about 5.6 µΩ cm, and the factor $20/16$ brings the full-width value to about 7 instead of 4.4 µΩ cm. With 1.47 for the grains the two figures become about 5.85 and 7.3 µΩ cm. These sums ignore the interplay of walls and grains and any barrier below the line. Metal B would suffer additions of the same kind, though smaller to leading order because its product is smaller, so the crossing widths above belong to the tall, grain-free model. The finite height alone reverses the verdict at 20 nm: for lines 40 nm high copper gives $4.38\times20/16=5.47$ µΩ cm against 5.34 for B, and the crossing moves to about 21 nm. Partly specular surfaces would act the other way, reducing the leading surface term by the factor $1-p$.

The Fermi surface of copper is not a sphere: it has necks that reach the zone boundary. A half-filled nearest-neighbour fcc band, which has such necks but is not fitted to copper, has 0.922 of the area of the sphere (the third digit shifts by about 0.001 with the smearing used in the surface integral). At uniform $\lambda$ this raises the product to $65.4/0.922=70.9$ µΩ cm nm, by about 8%. This overstates the effect for copper: the model's necks have a radius near $0.29\,k_F$, those of copper near $0.19\,k_F$, and the measured copper surface has about 0.98 of the area of the sphere, which raises the product by about 2% at uniform $\lambda$. The model shows only the direction of the correction; a mean free path that varies over the surface adds further uncertainty. For transition metals with several bands at the Fermi level, the electron density is no substitute for the actual surface.

Two other corrections are much smaller. A barrier with a rough resistivity of 200 µΩ cm carries 0.44% of the current in the tall line. Thermal smearing at 373 K changes the product by a relative $1.7\times10^{-5}$. The 16 nm thickness holds $k_Fd/\pi\approx69$ transverse subbands, which supports treating the motion across the film as classical. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Rough lattice parameter: 0.36 nm
Rough bulk resistivity: 1.7 uOhm cm
Electron density: 85.73 nm^-3
Density parameter r_s: 2.659 bohr
Fermi wavevector: 0.7219 bohr^-1 = 13.64 nm^-1
Fermi energy: 7.09 eV
Coefficient of r_s^2 in product: 8.0390
Product rho0*mfp: 56.82 atomic units
Product rho0*mfp: 65.37 uOhm cm nm
Product rho0*mfp: 6.537e-16 Ohm m^2
Mean free path: 38.5 nm
Largest film formula - path average: 6.6e-04
d=100 nm: film integral 1.981, leading 1.945 uOhm cm
d=40 nm: film integral 2.455, leading 2.313 uOhm cm
d=16 nm: film integral 3.550, leading 3.232 uOhm cm
Line width, barrier per side: 20, 2 nm
Thickness over mean free path: 0.416
Line resistivity on full width: 4.437 uOhm cm
Model metal B bulk resistivity: 4.0 uOhm cm
Model metal B product: 41.18 uOhm cm nm
Model metal B mean free path: 10.3 nm
Metal B at the line width: 4.912 uOhm cm
B wins below width: 17.3 nm
Same, B given copper's product: 14.5 nm
Line height for finite-height check: 40 nm
Resistivity with finite height: 4.38 uOhm cm
Grain reflection, grain size: 0.2, 16 nm
Grain increment, first order: 1.23 uOhm cm
Grain increment, solved operator: 1.19 uOhm cm
Rough barrier resistivity: 200 uOhm cm
Current share of barrier: 0.44 %
Temperatures: 293, 373 K
Hot bulk resistivity (linear in T): 2.164 uOhm cm
Hot film resistivity: 4.041 uOhm cm
Size increment, room: 1.850 uOhm cm
Size increment, hot: 1.877 uOhm cm
Thermal smearing of product, hot: 1.7e-05 (relative)
Transverse subbands: 69
Fcc band: Fermi level minus L level: 0.918 hoppings
Fcc band: Fermi area over sphere area: 0.922
Product with fcc band area: 70.9 uOhm cm nm
```
